# The von Neumann–Mullins law for grain growth in two dimensions

A calculation of how a metal film coarsens during an anneal must decide what to store for each grain. If boundary energies and mobilities are equal and the triple junctions move freely, the area rate of a grain needs only its number of sides. If these conditions fail, the rate also depends on boundary energies, corner angles or the full shapes. The theorem below fixes the first case, and its extensions show what the other cases cost.

## Setting and assumptions

The film is columnar: every boundary runs straight through the thickness, so the structure is a plane network. A grain of area $A$ is bounded by $n$ smooth sides that meet at $n$ triple junctions. For $n=0$ the outline is a smooth closed curve. I assume the following.

1. Every boundary has the same energy per area $\gamma$, independent of its orientation. Per unit film thickness, a boundary of length $L$ has energy $\gamma L$.
2. The normal velocity of a boundary is the mobility $M$ times the driving pressure. $M$ is the same for all boundaries, and capillarity is the only drive.
3. Junctions offer no resistance of their own, so the forces on them balance at all times.
4. The grain has no holes, and the motion is smooth while $n$ stays fixed.

The outline is traversed counter-clockwise with arc length $s$. The unit tangent is $\mathbf T=(\cos\varphi,\sin\varphi)$, the outward normal is $\mathbf N=(\sin\varphi,-\cos\varphi)$, and the curvature is $\kappa=d\varphi/ds$. A convex side has $\kappa>0$. The velocity $v$ is counted positive inward.

**Theorem.** Under assumptions 1–4,

$$\frac{dA}{dt}=-M\gamma\left(2\pi-\frac{n\pi}{3}\right)=\frac{\pi}{3}M\gamma\,(n-6).$$

## Forces on boundaries and junctions

**Lemma 1.** A boundary feels an inward pressure $\gamma\kappa$, so $v=M\gamma\kappa$. At a free junction of three equal boundaries, all angles are $120^\circ$.

*Proof.* Displace a boundary by a small vector $\delta\mathbf r(s)$. To first order, a line element changes its length by the component of $d(\delta\mathbf r)$ along $\mathbf T$. Integration by parts gives

$$\delta L=\int \mathbf T\cdot\frac{d\,\delta\mathbf r}{ds}\,ds
=\big[\mathbf T\cdot\delta\mathbf r\big]_{\rm ends}-\int\frac{d\mathbf T}{ds}\cdot\delta\mathbf r\,ds .$$

Since $d\mathbf T/ds=\kappa(-\sin\varphi,\cos\varphi)=-\kappa\mathbf N$,

$$\delta L=\big[\mathbf T\cdot\delta\mathbf r\big]_{\rm ends}+\int\kappa\,\mathbf N\cdot\delta\mathbf r\,ds .$$

The integral says that an outward displacement costs energy $\gamma\kappa$ per unit swept area. The pressure therefore points inward where $\kappa>0$, and assumption 2 gives $v=M\gamma\kappa$.

The end term gives the force on a junction. Let $\mathbf t_1,\mathbf t_2,\mathbf t_3$ be the unit tangents that leave the junction along its three boundaries. The junction is the starting point of each, so a displacement $\delta\mathbf x$ contributes $-\gamma(\mathbf t_1+\mathbf t_2+\mathbf t_3)\cdot\delta\mathbf x$ to the energy. The force is minus the coefficient of $\delta\mathbf x$, and assumption 3 sets it to zero:

$$\mathbf t_1+\mathbf t_2+\mathbf t_3=0 .$$

Squaring $\mathbf t_1+\mathbf t_2=-\mathbf t_3$ gives $2+2\,\mathbf t_1\cdot\mathbf t_2=1$, hence $\mathbf t_1\cdot\mathbf t_2=-\tfrac12$. The same holds for the other pairs. The three tangents divide the plane into three sectors of $120^\circ$, and the grain occupies one of them. $\square$

## The area rate

**Lemma 2.** $dA/dt=-\int v\,ds$, taken over the smooth sides. Moving junctions add no further term.

*Proof.* Describe the outline by $\mathbf r(p,t)$, with each corner at a fixed value of the parameter $p$. Write $\mathbf a\times\mathbf b=a_xb_y-a_yb_x$, and let subscripts denote derivatives. Then

$$A=\frac12\int\mathbf r\times\mathbf r_p\,dp,\qquad
\frac{dA}{dt}=\frac12\int\left(\mathbf r_t\times\mathbf r_p+\mathbf r\times\mathbf r_{pt}\right)dp .$$

The second term can be rewritten with the product rule:

$$\mathbf r\times\mathbf r_{pt}=\frac{\partial}{\partial p}(\mathbf r\times\mathbf r_t)-\mathbf r_p\times\mathbf r_t
=\frac{\partial}{\partial p}(\mathbf r\times\mathbf r_t)+\mathbf r_t\times\mathbf r_p .$$

The total derivative leaves a value of $\mathbf r\times\mathbf r_t$ at the two ends of each side. Adjacent sides share both the position and the velocity of their junction, so these values cancel around the closed outline. What remains is

$$\frac{dA}{dt}=\int\mathbf r_t\times\mathbf r_p\,dp=\int\mathbf r_t\times\mathbf T\,ds=\int\mathbf r_t\cdot\mathbf N\,ds=-\int v\,ds .$$

The third equality follows from the components: $\mathbf r_t\times\mathbf T=r_{t,x}\sin\varphi-r_{t,y}\cos\varphi$. Motion of the parameter points along the boundary has dropped out. $\square$

## The turning of the outline

**Lemma 3.** If $\alpha_k$ is the interior angle at corner $k$, then

$$\int\kappa\,ds+\sum_{k=1}^{n}(\pi-\alpha_k)=2\pi .$$

*Proof.* A simple polygon with $m$ vertices can be cut by diagonals into $m-2$ triangles, so its interior angles sum to $(m-2)\pi$. Its direction turns by $\pi$ minus the interior angle at each vertex, which adds up to $m\pi-(m-2)\pi=2\pi$.

Now inscribe a fine polygon in the outline, with all grain corners among its vertices. Along one smooth side, the small turns add up to the direction of the last chord minus that of the first. As the chords shrink, this tends to the change of $\varphi$ along the side, which is $\int\kappa\,ds$. At a grain corner, the turn tends to $\pi-\alpha_k$. The total remains $2\pi$ throughout. $\square$

**Proof of the theorem.** Lemmas 1 and 2 give $dA/dt=-M\gamma\int\kappa\,ds$. Lemma 1 also gives $\alpha_k=2\pi/3$, so each corner turns the outline by $\pi/3$. By Lemma 3 the sides must supply $\int\kappa\,ds=2\pi-n\pi/3$. Hence

$$\frac{dA}{dt}=-M\gamma\left(2\pi-\frac{n\pi}{3}\right)=-2\pi M\gamma+\frac{n\pi}{3}M\gamma=\frac{\pi}{3}M\gamma(n-6).\qquad\square$$

**Remark (meaning).** Six corners of $60^\circ$ turn the outline through a full circle, so the sides of a six-sided grain have zero net curvature. With fewer corners the sides must bulge outward on balance, and the grain shrinks. With more corners they are hollow on balance, and it grows. Size drops out because a larger grain has a longer outline but a proportionally smaller curvature. The equivalent radius $R$, defined by $A=\pi R^2$, does feel the size: $2\pi R\,dR/dt=dA/dt$ gives $dR/dt=M\gamma(n-6)/(6R)$.

**Remark (isolated grain).** A circle has $n=0$ and $\kappa=1/R$. Its area changes at $-M\gamma(1/R)(2\pi R)=-2\pi M\gamma$, as the theorem requires.

**Numerical test.** Irregular grains with radius near 1 were tracked inside networks whose outer ends were pinned at distance 2.5. The motion used local curvature and junction force balance, with neither the $120^\circ$ angle nor the law supplied. In units of $M\gamma$, the area rate was $-2.085$ for $n=4$ (law $-2.094$), $+0.010$ for $n=6$ (law 0) and $+2.100$ for $n=8$ (law $+2.094$). Over $n=2$ to 8 the largest difference was about 0.011, against a step of 1.047 per side. For $n=6$, the mean corner angle was $119.92^\circ$. Six deficits of $0.08^\circ$ amount to 0.008 rad, which accounts for most of the spurious growth.

## Conservation of total area

**Corollary.** In a connected periodic network with threefold junctions, whose grains have no holes, the mean number of sides is six and the area rates sum to zero.

*Proof.* Let one period contain $V$ junctions, $E$ boundaries and $F$ grains. Euler's relation for a periodic plane network is $V-E+F=0$. Three boundaries meet at each junction and each boundary has two ends, so $3V=2E$. Substitution gives $F=E-\tfrac23E=\tfrac13E$. Each boundary is a side of two grains, so $\sum n=2E=6F$. The theorem then gives $\sum dA/dt=\frac{\pi}{3}M\gamma\,(6F-6F)=0$. $\square$

The network therefore coarsens by moving area from grains with few sides to grains with many. When a side or a grain disappears, $n$ jumps for some of the grains around it, and the law restarts with the new values. The law does not say when a side disappears; that depends on the shapes, so a full coarsening calculation must still follow or model them. A periodic Voronoi network of 60 grains had between 4 and 9 sides per grain and a mean of 6.000.

## Unequal boundary energies

Texture matters here because grains with similar orientations can share boundaries of low energy. Keep $\gamma$ and $M$ for all sides of the chosen grain, but let the boundary that leads outward from junction $k$ have energy $w_k\gamma$, with $0<w_k<2$ and no dependence on its direction.

**Proposition.** The area rate is then

$$\frac{dA}{dt}=-M\gamma\left[2\pi-\sum_{k=1}^{n}2\arcsin\frac{w_k}{2}\right].$$

*Proof.* Force balance now reads $\mathbf t_1+\mathbf t_2=-w_k\mathbf t_3$. Squaring gives $2+2\cos\alpha_k=w_k^2$. Since $2+2\cos\alpha_k=4\cos^2(\alpha_k/2)$, we have $\cos(\alpha_k/2)=w_k/2$. The turn $\pi-\alpha_k$ satisfies $\sin[(\pi-\alpha_k)/2]=\cos(\alpha_k/2)=w_k/2$, so it equals $2\arcsin(w_k/2)$. Lemmas 2 and 3 hold unchanged, and inserting this turn gives the result. $\square$

For $w_k=1$ the turn is $\pi/3$ and the theorem returns. If all outer boundaries have $w=0.8$, growth vanishes at $n=\pi/\arcsin 0.4=7.63$ instead of 6. A six-sided grain then shrinks at $1.345\,M\gamma$; tracking gave 1.337.

As $w_k\to0$, the corner straightens and ceases to count. For $w_k=0.04$ it turns by $2.29^\circ$ instead of $60^\circ$. A seven-sided grain with one such neighbour boundary grows at $0.040\,M\gamma$ instead of $1.047\,M\gamma$; tracking gave 0.048. It behaves nearly like a six-sided grain.

If the grain's own sides differ in energy or mobility, the rate is $-\sum_j M_j\gamma_j\int_j\kappa\,ds$. Lemma 3 fixes the sum of the curvature integrals, but not this weighted sum. Unless all products $M_j\gamma_j$ are equal, the shapes of the sides must then be computed.

## Slow junctions

Suppose a junction moves with velocity $\mathbf u=m\gamma(\mathbf t_1+\mathbf t_2+\mathbf t_3)$, where $m$ is its mobility. Lemmas 2 and 3 still apply with the actual angles:

$$\frac{dA}{dt}=-M\gamma\left[2\pi-\sum_k(\pi-\alpha_k)\right].$$

Boundary speeds are of order $M\gamma/R$. A junction that keeps up needs a force imbalance $|\mathbf t_1+\mathbf t_2+\mathbf t_3|$ of order $M/(mR)$. Assumption 3 therefore requires $mR/M\gg1$, and it becomes worse as a grain shrinks.

The sign of the effect follows from a symmetric corner that moves inward. The two sides must pull harder than the outer boundary, so $2\cos(\alpha/2)>1$ and $\alpha<120^\circ$. The corner takes up more of the turning, less is left for the sides, and the grain shrinks more slowly. A symmetric corner that moves outward has $\alpha>120^\circ$ by the same argument. A growing grain then grows more slowly, and a few-sided grain whose corners are still moving outward from a rounded starting shape briefly shrinks faster than the law. A tracked four-sided grain with $mR/M=5$ had a mean corner angle of $118.41^\circ$. It shrank at $1.981\,M\gamma$, about 5% below the law's 2.094, while the rate from its actual angles was 1.983. These values belong to a short interval after the drag was switched on, when the grain had not yet lost its rounded starting shape, and they understate the settled effect. A symmetric four-sided grain that shrinks at fixed shape has its corners at about $1.17R$ from the centre, so they move at $1.17\,|dA/dt|/(2\pi R)$. With $mR/M=5$ the consistent values are a force imbalance of $1.17\times1.78/(2\pi\times5)\approx0.066$, an angle near $115.6^\circ$ and a rate of $1.78\,M\gamma$, about 15% below the law. The error grows further as $R$ falls.

## Example: a capped copper film

Take rough values for copper: $\gamma=0.6$ J/m$^2$, or 3.745 eV/nm$^2$, thickness $h=100$ nm and grain radius $R=100$ nm. The anneal is at 523 K. The mobility $M=30$ nm$^4$/(eV s) is a round model value, not a measured one. Then

$$M\gamma=30\times3.745\approx112.3\ {\rm nm^2/s},\qquad \frac{\pi}{3}M\gamma\approx117.6\ {\rm nm^2/s}.$$

A four-sided grain loses area at $2\times117.6\approx235$ nm$^2$/s. Its initial area is $\pi(100\ {\rm nm})^2=31416$ nm$^2$, so at fixed $n$ it lasts

$$\tau=\frac{31416}{235.3}\approx134\ {\rm s}\approx2.2\ {\rm min}.$$

An eight-sided grain of the same initial area doubles its area in the same time, again at fixed $n$. The numerical output lists the rates for other side numbers.

**Is the film two-dimensional?** Let $y(z,t)$ be a small sideways displacement of a boundary at height $z$. Its curvature through the thickness gives $y_t=M\gamma\,y_{zz}$. Flat interfaces with equal energies on both sides of the boundary require $y_z=0$ at $z=0$ and $z=h$. The slowest uneven mode is $\cos(\pi z/h)$, which decays in a time $h^2/(\pi^2M\gamma)\approx9$ s. This is much shorter than $\tau$, so the columnar assumption is reasonable for most of the grain's life. In the last 9 s or so, when the grain's area is below about $235\times9\approx2100$ nm$^2$, any remaining unevenness no longer has time to decay, and the assumption is no longer assured.

**What the cap prevents.** On a free surface, a boundary can sit in a groove whose flanks slope at an angle $\beta$. Vertical force balance with surface energy $\gamma_s$ gives $2\gamma_s\sin\beta=\gamma$. Take the groove as frozen, and let the boundary tilt by $\theta$ from the film normal. Moving its end a short distance $q$ up the flank changes its length by

$$-q(\sin\theta\cos\beta-\cos\theta\sin\beta)=-q\sin(\theta-\beta),$$

so it escapes when $\theta>\beta$. A boundary at rest feels no net pressure, so its in-plane curvature must be cancelled by an opposite curvature through the thickness. If both surfaces are grooved, a boundary held at the threshold is, through the thickness, approximately an arc of radius $\rho$ with $h=2\rho\sin\beta$. The largest in-plane curvature it can resist is

$$\kappa_p=\frac1\rho=\frac{2\sin\beta}{h}=\frac{\gamma}{\gamma_sh}.$$

With a rough $\gamma_s=1.7$ J/m$^2$, $\kappa_p=0.6/(1.7\times100)\approx0.0035$ nm$^{-1}$. The four-sided grain has a mean side curvature of about $(2\pi/3)/(2\pi\times100)\approx0.0033$ nm$^{-1}$, using the perimeter of a circle of equal area. The two are comparable, so frozen grooves on both surfaces could stop this grain at the start. A film on a substrate usually has only its top surface free. If the boundary meets the flat base at a right angle, the thickness spans only half of such an arc, so $h=\rho\sin\beta$ and the threshold is halved to about 0.0018 nm$^{-1}$. That is too small to hold this grain at the start. A groove that reshapes by surface diffusion may have a different threshold, which is not computed here.

**Comparison with real films.** Copper films and lines contain many twins, so the assumption of equal boundary energies is plainly broken there. With the illustrative ratio $w=0.04$, one twin-like neighbour boundary cuts the growth of a seven-sided grain from about 118 to $0.040\times112.3\approx4.5$ nm$^2$/s. A real twin boundary also resists rotation, because its energy depends strongly on its plane. The estimate omits this; if the twin plane is held oblique to the grain's outline, the corner can turn more and the grain can grow faster than estimated. Solutes and particles can slow or stop boundaries and are omitted too. Capillarity is also not the only drive in a real film. The capillary pressure here is $\gamma\kappa\approx0.6\times0.0033\times10^{9}$ Pa $\approx2$ MPa. An illustrative interface-energy difference of 0.1 J/m$^2$ between two orientations gives 1 MPa across 100 nm. A thermal strain of about 0.003 on silicon, if it stayed fully elastic, would give about 1.4 MPa between (100) and (111) grains, whose biaxial moduli are roughly 115 and 260 GPa. Such terms add a rate proportional to the length of boundary between unlike grains, so the side number alone fixes the rate only among grains of the same texture. In a narrow line, grains that end on the sidewalls are not enclosed by triple junctions, and the theorem does not apply to them.

Temperature enters mainly through $M$. If $M\propto e^{-Q/k_BT}$ with a rough $Q=1$ eV and fixed $\gamma$, cooling from 523 K to 373 K slows the motion by a factor of about 7500. The four-sided grain would then last about 12 days. This shows how sensitive the time scale is to the assumed $Q$; it is not a lifetime prediction for a copper line.

## Table of computed values

```
Length change per unit shift, ellipse: direct 6.9115, curvature integral 6.9115
Junction angle by minimisation, equal energies: 120.00 deg
Same, third boundary energy 0.8: 132.84 deg
Periodic Voronoi network, 60 grains: sides from 4 to 9, mean 6.000
Tracked grains, area rate in units of M*gamma:
  n=2: tracked -4.178, law -4.189, mean corner angle 119.86 deg
  n=3: tracked -3.133, law -3.142, mean corner angle 119.87 deg
  n=4: tracked -2.085, law -2.094, mean corner angle 119.90 deg
  n=5: tracked -1.037, law -1.047, mean corner angle 119.90 deg
  n=6: tracked +0.010, law +0.000, mean corner angle 119.92 deg
  n=7: tracked +1.055, law +1.047, mean corner angle 119.94 deg
  n=8: tracked +2.100, law +2.094, mean corner angle 119.97 deg
n=6, all outer energies 0.8: tracked -1.337, formula -1.345 (M*gamma)
Side number of zero growth for outer energy 0.8: 7.63
n=7, one outer energy 0.04: tracked +0.048, formula +0.040, law +1.047
Corner turn at that weak boundary: 2.29 deg
n=4, junction mobility*R/M = 5: tracked -1.981, law -2.094 (M*gamma)
  its mean corner angle 118.41 deg, rate from actual angles -1.983
Film: gamma 0.60 J/m^2 = 3.745 eV/nm^2, M 30 nm^4/(eV s)
Grain radius 100 nm, thickness 100 nm, anneal at 523 K
M*gamma: 112.3 nm^2/s; grain area: 31416 nm^2
Area rate per side above six: 117.6 nm^2/s
  n=3: dA/dt = -352.9 nm^2/s
  n=4: dA/dt = -235.3 nm^2/s
  n=5: dA/dt = -117.6 nm^2/s
  n=6: dA/dt = +0.0 nm^2/s
  n=7: dA/dt = +117.6 nm^2/s
  n=8: dA/dt = +235.3 nm^2/s
  n=9: dA/dt = +352.9 nm^2/s
Lifetime of four-sided grain at fixed n: 133.5 s = 2.23 min
Area doubling time of eight-sided grain at fixed n: 133.5 s
Through-thickness relaxation time: 9.0 s
Uncapped film: surface energy 1.7 J/m^2, groove flank slope 10.16 deg
Groove pinning curvature: 0.00353 1/nm
Mean side curvature, n=4 (perimeter of equal-area circle): 0.00333 1/nm
Ratio of pinning to side curvature: 1.06
Slowing at 373 K for activation energy 1.0 eV: factor 7.5e+03
Four-sided lifetime at 373 K: 1e+06 s = 11.6 days
```
